# Rounding error of the squared response eigenproblem with core transitions

## Problem

Excitation energies $\Omega>0$ of a molecule with real orbitals and a static Bethe-Salpeter kernel follow from

$$
AX+BY=\Omega X,\qquad -BX-AY=\Omega Y ,
$$

with $A$ and $B$ real symmetric. Let $K=A-B$ and $P=A+B$ be positive definite, and let $H$ be the matrix with block rows $(A,B)$ and $(-B,-A)$. All norms are 2-norms, and $\varepsilon$ is the machine epsilon.

(a) The problem is often reduced to a symmetric one for $\Omega^2$. Show that the absolute error of $\Omega$ then has the worst-case scale $\varepsilon\|H\|^2/(2\Omega)$, and state when this holds.

(b) Compare with a method that does not square the problem.

(c) Estimate the digits lost in the lowest singlet excitation of H₂S when transitions from the sulfur core are included.

## Solution

### The squared problem and its norm

Set $u=X+Y$ and $v=X-Y$. The second equation, with its sign changed, is $BX+AY=-\Omega Y$. Adding it to the first, and subtracting it from the first, gives

$$
Pu=\Omega v,\qquad Kv=\Omega u .
$$

Hence $KPu=\Omega Kv=\Omega^2u$. Put $u=K^{1/2}Z$ and multiply from the left by $K^{-1/2}$:

$$
MZ=\Omega^2Z,\qquad M=K^{1/2}PK^{1/2}.
$$

The change from $(X,Y)$ to $(u,v)/\sqrt2$ is orthogonal. It turns $H$ into a matrix that sends $(u,v)$ to $(Kv,Pu)$, so $\|H\|=\max(\|K\|,\|P\|)$. With $g=\sqrt{\|K\|\|P\|}$,

$$
\|M\|\le\|K^{1/2}\|^2\|P\|=g^2\le\|H\|^2 .
$$

### (a) Error of the squared method

Assume backward-stable matrix operations. Below, $c$ is a modest factor that depends on the dimension and the algorithm, and may differ between occurrences. Terms of order $\varepsilon^2$ are dropped. There are three sources of error.

**The square root.** The computed root $S$ satisfies $S^2=K+\delta K$ with $\|\delta K\|\le c\varepsilon\|K\|$; this change must be small enough to leave $K$ positive definite. The matrix $SPS$ has the same eigenvalues as $P^{1/2}S^2P^{1/2}$, which differs from $P^{1/2}KP^{1/2}$ by at most $\|P\|\|\delta K\|\le c\varepsilon g^2$.

**The product.** Computing $SP$ leaves an error of norm at most $c\varepsilon\|K\|^{1/2}\|P\|$. The second multiplication by $S$ carries this error along and adds a new one. Both are bounded by $c\varepsilon\|K\|\|P\|=c\varepsilon g^2$.

**The eigensolver.** It returns the eigenvalues of a matrix that differs from its input by at most $c\varepsilon\|M\|\le c\varepsilon g^2$.

By Weyl's inequality, a symmetric change of a symmetric matrix shifts each ordered eigenvalue by no more than the norm of the change. Therefore

$$
|\delta(\Omega^2)|\le c\,\varepsilon g^2 .
$$

If the computed square is positive, call its root $\hat\Omega$. From $\hat\Omega^2-\Omega^2=(\hat\Omega-\Omega)(\hat\Omega+\Omega)$,

$$
\hat\Omega-\Omega=\frac{\delta(\Omega^2)}{\hat\Omega+\Omega}\simeq\frac{\delta(\Omega^2)}{2\Omega},
$$

and so

$$
|\delta\Omega|\lesssim c\,\frac{\varepsilon g^2}{2\Omega}\le c\,\frac{\varepsilon\|H\|^2}{2\Omega}.
$$

This is a worst-case scale, not a prediction for each calculation. It cannot be lowered from norms alone: for normalized $Z$, an error $\varepsilon g^2ZZ^T$ in $M$ has the permitted size and shifts $\Omega^2$ by the full $\varepsilon g^2$.

The last approximation needs $|\delta(\Omega^2)|\ll\Omega^2$, which is guaranteed when $\Omega\gg\sqrt{c\varepsilon}\,g$. Near or below the floor $\sqrt\varepsilon\,g$, the computed $\Omega^2$ may have no correct digit and may be negative. A negative value there does not establish a physical instability.

### (b) Without squaring

First consider how $\Omega$ responds to small changes of $K$ and $P$. Normalize by $u^Tv=|X|^2-|Y|^2=1$. Then $y=P^{1/2}u/\sqrt\Omega$ is a unit eigenvector of $P^{1/2}KP^{1/2}$, because $y^Ty=u^TPu/\Omega=u^Tv=1$. First-order perturbation theory gives

$$
\delta(\Omega^2)=y^TP^{1/2}\,\delta K\,P^{1/2}y
=\frac{(Pu)^T\delta K(Pu)}{\Omega}=\Omega\,v^T\delta K\,v .
$$

Dividing by $2\Omega$, and repeating the argument with $K,v$ and $P,u$ exchanged,

$$
\delta\Omega=\tfrac12\left(v^T\delta K\,v+u^T\delta P\,u\right).
$$

Relative errors $\varepsilon$ in both matrices thus change $\Omega$ by at most

$$
\varepsilon\|H\|\kappa,\qquad \kappa=\tfrac12(|u|^2+|v|^2)=|X|^2+|Y|^2 .
$$

This is linear in the norm. It also shows that the square root in part (a) does less harm than its crude bound suggests when $\kappa$ is near one. The quadratic loss comes from forming and diagonalizing $M$.

To avoid that step, factor $P=RR^T$ by Cholesky decomposition and form $G=R^TK^{1/2}$. Since

$$
G^TG=K^{1/2}RR^TK^{1/2}=M,
$$

the singular values of $G$ are the energies $\Omega$ themselves. Forming $G$ costs at most $c\varepsilon\|R\|\|K^{1/2}\|=c\varepsilon g$, and a stable singular-value solver adds $c\varepsilon\|G\|\le c\varepsilon g$. A singular value moves by no more than the norm of the change in $G$. Including the errors of the two factors, the total scale is linear in the norm, with the factor $\kappa$ on the factor errors.

This advantage has a limit. For a single transition with $K=k$ and $P=p$, one has $\Omega=\sqrt{kp}$ and $|v|^2=\sqrt{p/k}$. As $k\to0$ at fixed $p$, the excitation becomes unstable and $\kappa$ diverges. Errors of size $\varepsilon p$ in $A$ and $B$ change $k=A-B$ by a similar amount, and then $\delta\Omega\approx\tfrac12\varepsilon p\sqrt{p/k}=\varepsilon\|H\|^2/(2\Omega)$. The energy is then sensitive to its input, whichever method is used.

### Digits lost

Dividing the error scales by $\varepsilon\Omega$ gives the loss relative to a relative error of $\varepsilon$. For $\kappa\approx1$, $\|K\|\approx\|P\|$ and factors $c$ set to one,

$$
D_{\rm sq}=\log_{10}\frac{g^2}{2\Omega^2},\qquad
D_{\rm lin}=\log_{10}\frac{g}{\Omega}.
$$

If core transitions raise $g$ from $g_{\rm val}$ to $g_{\rm all}$ and leave $\Omega$ nearly unchanged, the squared method loses a further $2\log_{10}(g_{\rm all}/g_{\rm val})$ digits on this scale, twice the linear loss. The damage falls on low excitations. For a core excitation with $\Omega\approx g$, the squared scale is a relative error of only about $\varepsilon/2$.

### (c) H₂S

Take S–H bonds of 1.34 Å, an angle of 92°, and restricted Hartree-Fock orbitals in the 6-31G basis. With $i,j$ occupied and $a,b$ virtual, the singlet matrices are

$$
A_{ia,jb}=(\epsilon_a-\epsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-W_{ij,ab},
$$

$$
B_{ia,jb}=2(ia|jb)-W_{ib,aj}.
$$

The static interaction $W$ solves $W=V+V\chi_0W$ in the space of orbital pairs. Here $V$ is the bare interaction, and $\chi_0$ is diagonal with entries $-4/(\epsilon_a-\epsilon_i)$ on occupied-virtual pairs. Hartree-Fock energies replace quasiparticle energies, and relativity is omitted. The model serves to study rounding; it is not a prediction of the measured spectrum.

There are 9 occupied and 8 virtual orbitals, hence 72 transitions. Diagonalization gives a lowest energy $\Omega=0.5806$ Ry and a largest one of 185.4 Ry, set by sulfur 1s. The lowest state has $\kappa=1.001$, and $\|K\|$ and $\|P\|$ both round to 185.4 Ry. For the full space,

$$
D_{\rm sq}=\log_{10}\frac{(185.39)^2}{2(0.5806)^2}\approx4.7 .
$$

The table compares three transition spaces with the same $W$. The last column is measured with the matrices stored, and the matrix products formed, in single precision. The eigenvalue, Cholesky and singular-value routines ran in double precision, and only their results were rounded to single. All observed errors below therefore omit the single-precision rounding of these solvers. The transition basis was rotated by 12 random orthogonal matrices, which leave $\Omega$ unchanged but mix core and valence transitions. The root-mean-square error was taken against double-precision results for the same rounded matrices, so the initial rounding of $K$ and $P$ is not counted. It was then divided by $\varepsilon\Omega$; the entry is the logarithm.

| Occupied orbitals | $g$ (Ry) | $D_{\rm sq}$ | $D_{\rm lin}$ | Observed, squared |
|---|---:|---:|---:|---:|
| All | 185.4 | 4.7 | 2.5 | 3.5 |
| Without S 1s | 19.4 | 2.7 | 1.5 | 1.9 |
| Valence | 3.64 | 1.3 | 0.8 | 0.4 |

The core therefore costs $2\log_{10}(185.4/3.64)\approx3.4$ digits on the worst-case scale. The observed cost in the mixed bases is 3.1 digits, well above the 1.7 digits of the linear scale. The observed entries scatter by about 0.15 digit between sets of 12 rotations. These values are not converged in the basis set. In 6-31G*, aug-cc-pVDZ and cc-pVTZ, $\Omega$ is 0.542, 0.504 and 0.535 Ry and $D_{\rm sq}$ for the full space stays near 4.8. High virtual orbitals raise the valence $g$ to 4.4, 6.2 and 13.8 Ry, so the cost of the core falls to 3.3, 3.0 and 2.3 digits.

In single precision, $\varepsilon=1.19\times10^{-7}$ and

$$
\frac{\varepsilon g^2}{2\Omega}=
\frac{1.19\times10^{-7}(185.4)^2}{2(0.5806)}
\approx3.5\times10^{-3}\ {\rm Ry},
$$

or 48 meV. The observed error is $2.1\times10^{-4}$ Ry, or 2.9 meV, about 6% of that scale. The singular-value method gives $2.6\times10^{-7}$ Ry in the same bases, smaller by a factor of about 800. The ratio of the two scales is $g/(2\Omega)\approx160$; the observed ratio is larger because the unsquared error is only about 1% of its own scale, $\varepsilon g$, while the squared error is about 6% of its scale. Since the singular-value solver ran in double precision, its contribution of scale $\varepsilon g$ is missing, and the factor of 800, which varies from about 450 to 1000 between sets of rotations, is not that of a full single-precision calculation. With the solvers also in single precision, the squared and unsquared errors are about $5\times10^{-4}$ and $4\times10^{-6}$ Ry, a ratio near 120. The squared method then loses 3.9, 2.2 and 1.2 digits in the three spaces, a core cost of 2.7 digits.

In double precision, $\varepsilon=2.22\times10^{-16}$ and the squared scale is $6.6\times10^{-12}$ Ry. The same digits are at risk, but enough remain for this excitation. The floor $\sqrt\varepsilon\,g$ is 0.064 Ry in single precision and $2.8\times10^{-6}$ Ry in double precision, so $\Omega$ lies above it in both.

For the rounding of the matrix products, the basis matters greatly. In the original orbital basis, one such run with core transitions first has an error of $1.1\times10^{-7}$ Ry, and one with them last has $0.9\times10^{-7}$ Ry. These correspond to losses of only 0.2 and 0.1 digits. If core and valence were uncoupled, their blocks could be multiplied and diagonalized separately, and the core norm would not enter the valence error. For the lowest state in this basis, the separation from sulfur 1s is exact. The lowest state has $A_2$ symmetry, and a transition from the totally symmetric 1s orbital could contribute only through an $a_2$ virtual orbital, which the s and p functions of this basis cannot form. Sulfur 2p transitions do couple to the state, but weakly. These runs do not establish that weak coupling alone keeps the rounding of the products small. They also diagonalized $M$ in double precision. With the solvers in single precision, the eigensolver error of scale $\varepsilon\|M\|$ enters and the ordering matters. Single runs give $1$ to $5\times10^{-6}$ Ry with the core first and $1$ to $3\times10^{-4}$ Ry with the core last, depending on the routine; the latter is a loss of 3.3 to 3.6 digits. In 6-31G* with the core last the error reaches $3\times10^{-3}$ Ry, close to the full scale. The 4.7 digits are a worst-case risk that the norm permits, not a prediction for each calculation.

Rounding can also be weighed against leaving the core out. Removing sulfur 1s from the transition space, with $W$ kept fixed, leaves this $\Omega$ unchanged, by the symmetry just described. Removing the whole core raises it by 0.46 meV. For this low state in this basis, dropping 1s therefore costs nothing, against the 2.9 meV seen in the mixed single-precision bases. With d functions 1s does couple, and in aug-cc-pVDZ the lowest state is $B_1$. In the three larger bases above, dropping 1s costs at most about 0.001 meV and dropping the whole core costs 0.5 to 1.2 meV. States of other symmetry can couple to 1s and need their own test. For core spectra those transitions must stay, and for low states computed alongside them in single precision an unsquared method has the safer error bound.
